# How long must a nonvolatile flip-flop sleep to save energy?: verification in Python

```python
"""Break-even sleep time of a nonvolatile flip-flop.
Result under test: t_BE = E_ov / P_s, where
  E_ov = extra supply energy of one backup plus one restore,
  P_s  = net supply power saved while the flip-flop is switched off.
Also tested: bounds on the delay caused by recharging the local rail,
the supply energy of ferroelectric switching, V*(2*Pr*A + C*V), and
the subthreshold leakage law I ~ mobility * T^2 * exp(-barrier/kT).
SI units are used unless a variable name or comment says otherwise."""
import numpy as np
from scipy.constants import k, e, epsilon_0
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

# Given data and derived break-even time
E_ov = 2e-12
P_s = 5e-9
t_be = E_ov / P_s

# Rough parameters of the logic circuit
V_dd = 0.8
C_rail = 5e-15
T_room, T_hot = 300.0, 358.0
slope_n = 1.3          # subthreshold slope factor
dibl = 0.08            # threshold shift per volt of drain bias
switch_ratio = 0.05    # off switch / flip-flop leakage at full V_dd
V_T = k * T_room / e


def leak_shape(v):
    """Subthreshold leakage at drain bias v, relative to that at V_dd."""
    barrier_lowering = np.exp(dibl * (v - V_dd) / (slope_n * V_T))
    return barrier_lowering * (1 - np.exp(-v / V_T)) / (1 - np.exp(-V_dd / V_T))


def switch_shape(v_rail):
    return switch_ratio * leak_shape(V_dd - v_rail)


v_inf = brentq(lambda v: switch_shape(v) - leak_shape(v), 0, V_dd, xtol=1e-14)
residual = switch_shape(v_inf)
I_on = P_s / (V_dd * (1 - residual))
P_on = V_dd * I_on
P_off = residual * P_on


# Time-domain rail model; second variable is switch charge / (C_rail V_dd)
def rail_rhs(t, y):
    i_switch = I_on * switch_shape(y[0])
    i_leak = I_on * leak_shape(y[0])
    return [(i_switch - i_leak) / C_rail, i_switch / (C_rail * V_dd)]


rail = solve_ivp(rail_rhs, (0, 10.1e-3), [V_dd, 0.0], method="Radau",
                 rtol=1e-9, atol=1e-12, dense_output=True)
assert rail.success


def saving_simulated(t):
    v, q = rail.sol(t)
    charge = q * C_rail * V_dd + C_rail * (V_dd - v)
    return P_on * t - E_ov - V_dd * charge


t_sim = brentq(saving_simulated, 1e-5, 5e-3, xtol=1e-14)
delay = t_sim - t_be
delay_bound = C_rail * V_dd**2 / P_s
assert abs(t_sim / t_be - 1) < 3e-3      # rail recharge is the difference
assert 0 < delay < delay_bound
sleep_times = [0.1e-3, 1e-3, 10e-3]
savings = [P_s * t - E_ov for t in sleep_times]
for t, s in zip(sleep_times, savings):
    assert 0 < s - saving_simulated(t) < C_rail * V_dd**2
assert saving_simulated(0.9 * t_be) < 0 < saving_simulated(1.1 * t_be)
t_collapse = brentq(lambda t: rail.sol(t)[0] - 0.1 * V_dd, 0, 1e-4)

# Ferroelectric capacitor, rough values for a 10 nm hafnia-based film
P_r = 0.20             # C/m2
area = 0.4e-12
thickness = 10e-9
eps_r = 30.0
V_write = 2.5
t_pulse = 100e-9
C_fe = epsilon_0 * eps_r * area / thickness
E_polar = V_write * 2 * P_r * area
E_diel = C_fe * V_write**2
E_cap = E_polar + E_diel
E_pair = 2 * E_cap

# Switching through a resistor, in ns, V, kOhm, pF, mA, pC and pJ
R_k, C_p, q_r = 10.0, C_fe * 1e12, P_r * area * 1e12


def switching_rhs(t, y):
    v, p = y[0], y[1]
    current = (V_write - v) / R_k
    dp = (1 - p) * np.exp(-5.0 / max(v, 1e-3))  # field-dependent rate
    return [(current - q_r * dp) / C_p, dp, current**2 * R_k, v * current]


pulse = solve_ivp(switching_rhs, (0, t_pulse * 1e9), [0, -1, 0, 0],
                  method="Radau", rtol=1e-8, atol=1e-11)
assert pulse.success
heat_pJ, work_pJ = pulse.y[2, -1], pulse.y[3, -1]
assert abs((heat_pJ + work_pJ) / (E_cap * 1e12) - 1) < 1e-3
assert E_pair < E_ov

# Leakage against temperature: closed law and Fermi integral
V_th_room, dV_th_dT = 0.30, -0.7e-3


def barrier(T):
    return e * (V_th_room + dV_th_dT * (T - T_room)) / slope_n


def leakage_law(T):
    return T**-1.5 * T**2 * np.exp(-barrier(T) / (k * T))


def leakage_fermi(T):
    x0 = barrier(T) / (k * T)
    carriers = T * quad(lambda x: 1 / (np.exp(x) + 1), x0, x0 + 40)[0]
    diffusivity = T**-1.5 * T
    return diffusivity * carriers


heat_factor = leakage_law(T_hot) / leakage_law(T_room)
fermi_factor = leakage_fermi(T_hot) / leakage_fermi(T_room)
assert abs(heat_factor / fermi_factor - 1) < 2e-3  # Boltzmann tail error

# Other neglected effects
E_pulse_leak = P_on * 2 * t_pulse
J_film = 1.0           # A/m2 (1e-4 A/cm2), rough, at the write voltage
E_film = 2 * J_film * area * V_write * t_pulse
field = V_write / thickness
field_breakdown = 4e8  # V/m, rough
endurance = 1e10       # cycles, rough
life = 10 * 365.25 * 86400
days_at_be = endurance * t_be / 86400
interval_min = life / endurance
assert E_pulse_leak < 0.01 * E_ov and E_film < 0.01 * E_ov
assert field < field_breakdown and interval_min > t_be

print(f"Backup plus restore energy: {E_ov*1e12:.2f} pJ")
print(f"Net saved power: {P_s*1e9:.2f} nW")
print(f"Break-even sleep time: {t_be*1e3:.3f} ms = {t_be:.1e} s")
for t, s in zip(sleep_times, savings):
    print(f"Net saving for a sleep of {t*1e3:.1f} ms: {s*1e12:.2f} pJ")
print(f"Logic supply: {V_dd:.2f} V; rail capacitance: {C_rail*1e15:.1f} fF")
print(f"Slope factor: {slope_n:.2f}; drain-bias coefficient: {dibl:.2f} V/V")
print(f"Switch/flip-flop leakage ratio at full bias: {switch_ratio:.3f}")
print(f"Powered leakage P_on: {P_on*1e9:.3f} nW")
print(f"Residual leakage P_off: {P_off*1e9:.3f} nW")
print(f"Wrong time from gross power, E_ov/P_on: {E_ov/P_on*1e3:.3f} ms")
print(f"Final rail voltage asleep: {v_inf*1e3:.2f} mV")
print(f"Thermal voltage at {T_room:.0f} K: {V_T*1e3:.2f} mV")
print(f"Rail fall time to 10 percent: {t_collapse*1e6:.2f} us")
print(f"Rail recharge energy bound: {C_rail*V_dd**2*1e15:.2f} fJ")
print(f"Simulated break-even with recharge: {t_sim*1e3:.5f} ms")
print(f"Simulated delay: {delay*1e6:.3f} us; bound: {delay_bound*1e6:.3f} us")
print(f"Remanent polarization: {P_r*100:.1f} uC/cm2")
print(f"Capacitor area: {area*1e12:.2f} um2; film: {thickness*1e9:.1f} nm")
print(f"Relative permittivity: {eps_r:.0f}; write voltage: {V_write:.2f} V")
print(f"Linear capacitance: {C_fe*1e15:.2f} fF")
print(f"Polarization energy per capacitor: {E_polar*1e12:.3f} pJ")
print(f"Dielectric energy per capacitor: {E_diel*1e12:.3f} pJ")
print(f"Total per capacitor, formula: {E_cap*1e12:.4f} pJ")
print(f"Total per capacitor, simulated: {heat_pJ+work_pJ:.4f} pJ")
print(f"Pair, both switching: {E_pair*1e12:.3f} pJ")
print(f"Pair share of E_ov: {100*E_pair/E_ov:.1f} percent")
print(f"Threshold at {T_room:.0f} K: {V_th_room:.2f} V")
print(f"Threshold drift: {dV_th_dT*1e3:.2f} mV/K")
print(f"Barrier at {T_room:.0f} K: {barrier(T_room)/e:.4f} eV")
print(f"Barrier at {T_hot:.0f} K: {barrier(T_hot)/e:.4f} eV")
print(f"Leakage growth {T_room:.0f} to {T_hot:.0f} K, law: {heat_factor:.2f}")
print(f"Leakage growth, Fermi integral: {fermi_factor:.2f}")
print(f"Break-even at {T_hot:.0f} K: {t_be/heat_factor*1e3:.4f} ms")
print(f"Backup and restore pulses: {t_pulse*1e9:.0f} ns each")
print(f"Logic leakage energy in both pulses: {E_pulse_leak*1e15:.2f} fJ")
print(f"Film leakage density, rough: {J_film*1e-4:.1e} A/cm2")
print(f"Film leakage energy in one write of the pair: {E_film*1e15:.1e} fJ")
print(f"Write field: {field*1e-8:.2f} MV/cm")
print(f"Breakdown field, rough: {field_breakdown*1e-8:.1f} MV/cm")
print(f"Endurance, rough: {endurance:.0e} cycles")
print(f"Life at one backup per break-even time: {days_at_be:.1f} days")
print(f"Mean backup interval for 10 years: {interval_min*1e3:.1f} ms")
print(f"That interval / break-even time: {interval_min/t_be:.1f}")
print("PASS")
```

It prints:

```
Backup plus restore energy: 2.00 pJ
Net saved power: 5.00 nW
Break-even sleep time: 0.400 ms = 4.0e-04 s
Net saving for a sleep of 0.1 ms: -1.50 pJ
Net saving for a sleep of 1.0 ms: 3.00 pJ
Net saving for a sleep of 10.0 ms: 48.00 pJ
Logic supply: 0.80 V; rail capacitance: 5.0 fF
Slope factor: 1.30; drain-bias coefficient: 0.08 V/V
Switch/flip-flop leakage ratio at full bias: 0.050
Powered leakage P_on: 5.257 nW
Residual leakage P_off: 0.257 nW
Wrong time from gross power, E_ov/P_on: 0.380 ms
Final rail voltage asleep: 9.98 mV
Thermal voltage at 300 K: 25.85 mV
Rail fall time to 10 percent: 1.62 us
Rail recharge energy bound: 3.20 fJ
Simulated break-even with recharge: 0.40059 ms
Simulated delay: 0.589 us; bound: 0.640 us
Remanent polarization: 20.0 uC/cm2
Capacitor area: 0.40 um2; film: 10.0 nm
Relative permittivity: 30; write voltage: 2.50 V
Linear capacitance: 10.63 fF
Polarization energy per capacitor: 0.400 pJ
Dielectric energy per capacitor: 0.066 pJ
Total per capacitor, formula: 0.4664 pJ
Total per capacitor, simulated: 0.4664 pJ
Pair, both switching: 0.933 pJ
Pair share of E_ov: 46.6 percent
Threshold at 300 K: 0.30 V
Threshold drift: -0.70 mV/K
Barrier at 300 K: 0.2308 eV
Barrier at 358 K: 0.1995 eV
Leakage growth 300 to 358 K, law: 12.77
Leakage growth, Fermi integral: 12.76
Break-even at 358 K: 0.0313 ms
Backup and restore pulses: 100 ns each
Logic leakage energy in both pulses: 1.05 fJ
Film leakage density, rough: 1.0e-04 A/cm2
Film leakage energy in one write of the pair: 2.0e-04 fJ
Write field: 2.50 MV/cm
Breakdown field, rough: 4.0 MV/cm
Endurance, rough: 1e+10 cycles
Life at one backup per break-even time: 46.3 days
Mean backup interval for 10 years: 31.6 ms
That interval / break-even time: 78.9
PASS
```
